\section*{Plastic dissipation in a saturated thermal cycle of a thin film}

\section*{The system}

A flat, isotropic metal film is bonded to a thick elastic substrate and is wide compared with its thickness. Once per cycle the temperature falls monotonically from $T_{\rm h}$ to $T_{\rm c}$ and rises monotonically back. The thermal expansion coefficients satisfy $\alpha_f>\alpha_s$ throughout this range. The film is elastic-perfectly-plastic: it has Young modulus $E$, Poisson ratio $\nu$ and von Mises yield stress $Y$, all independent of temperature, and it neither hardens nor creeps. The stress is uniform through the film, and tension is positive. Define the range of mismatch strain
\begin{equation}
\Delta\varepsilon=\int_{T_{\rm c}}^{T_{\rm h}}(\alpha_f-\alpha_s)\,dT .
\end{equation}
A cycle is called saturated when the film stress repeats from one cycle to the next.

\section*{Part (a): stress, yield and plastic work}

\textbf{Question.} Relate the in-plane stress $\sigma$ to the mismatch strain. Find the yield condition and the plastic work per film volume for a small plastic strain increment.

\textbf{Answer.} Measure strains from a stress-free state at $T_0$. Far from its edges the film has the same in-plane strain as the substrate. The thermal, elastic and plastic strains of the film must therefore add up to the thermal strain of the substrate:
\begin{equation}
\int_{T_0}^{T}\alpha_f\,dT'+e+e_p=\int_{T_0}^{T}\alpha_s\,dT' .
\end{equation}
Moving the film's thermal strain to the right gives
\begin{equation}
e+e_p=\varepsilon_m,\qquad
\varepsilon_m=-\int_{T_0}^{T}(\alpha_f-\alpha_s)\,dT' .
\label{eq:compat}
\end{equation}
Cooling raises $\varepsilon_m$ and so drives the film towards tension.

The film surface is free, so $\sigma_{zz}=0$, and by symmetry $\sigma_{xx}=\sigma_{yy}=\sigma$. Hooke's law gives
\begin{equation}
e=\frac{\sigma-\nu\sigma}{E}=\frac{\sigma}{M},\qquad M=\frac{E}{1-\nu},
\end{equation}
where $M$ is the biaxial modulus. The mean stress is $2\sigma/3$, so the deviatoric stresses are $(\sigma/3,\sigma/3,-2\sigma/3)$. The von Mises stress is
\begin{equation}
\sqrt{\frac32\,\frac{1+1+4}{9}\,\sigma^2}=|\sigma| .
\end{equation}
The film therefore yields at $|\sigma|=Y$, where its elastic strain has the magnitude $e_Y=Y/M$, the biaxial yield strain.

Plastic strain increments are proportional to the deviatoric stress, so they have the form $(de_p,de_p,-2de_p)$. The plastic work per volume is
\begin{equation}
dw=\sigma\,de_p+\sigma\,de_p+0\cdot(-2de_p)=2\sigma\,de_p .
\label{eq:work}
\end{equation}
The factor two counts the two in-plane directions. The film also thins or thickens plastically, but no stress acts along that direction.

\section*{Part (b): approach to saturation}

\textbf{Question.} For which $\Delta\varepsilon$ does plastic flow persist in every cycle? What happens otherwise?

\textbf{Answer.} Below yield $de_p=0$, so $d\sigma=M\,d\varepsilon_m$. When the film is at yield and is driven further in the same sense, $d\sigma=0$ and $de_p=d\varepsilon_m$.

Let cooling start from any allowed stress $\sigma_0\ge -Y$. The stress has to rise by at most $2Y$ to reach $+Y$, which takes a mismatch strain of at most $2Y/M=2e_Y$. If $\Delta\varepsilon>2e_Y$, the film is therefore at $+Y$ when it reaches $T_{\rm c}$. By the same argument it is at $-Y$ when it returns to $T_{\rm h}$. From then on the stress cycle repeats, with plastic flow in both halves.

If $\Delta\varepsilon\le 2e_Y$, suppose first that cooling causes no yield. Heating then retraces the elastic line to $\sigma_0$. If cooling does cause yield, heating starts at $+Y$ and ends at $Y-M\Delta\varepsilon\ge -Y$, so it causes no further plastic flow. In both cases the later cycles run up and down one elastic line. The film may flow once and then shakes down to elastic cycling, with no further dissipation in this model.

\section*{Part (c): the dissipation}

\textbf{Question.} Show that for $\Delta\varepsilon\ge 2e_Y$ the saturated dissipation per film volume and cycle is four yield stresses times the difference between the mismatch-strain range and twice the biaxial yield strain. Compare it with the first cycle of a film that is stress-free at $T_{\rm h}$.

\textbf{Answer.} Saturated cooling starts at $-Y$. The rise to $+Y$ is elastic and uses the mismatch strain $2e_Y$. The remainder is plastic:
\begin{equation}
\Delta e_p=\Delta\varepsilon-2e_Y .
\end{equation}
During this flow $\sigma=+Y$, and (\ref{eq:work}) gives the work $2Y\Delta e_p$. On heating, the stress first falls elastically from $+Y$ to $-Y$. The film then flows by $-\Delta e_p$ at $\sigma=-Y$. The two minus signs cancel, and the work is again $2Y\Delta e_p$. The sum is
\begin{equation}
W=4Y\left(\Delta\varepsilon-2e_Y\right).
\label{eq:W}
\end{equation}
Stress and plastic strain both return to their starting values, so the energy stored in the model film is unchanged over the cycle and all of this work is dissipated.

A film that is stress-free at $T_{\rm h}$ reaches $+Y$ after a mismatch strain of just $e_Y$. Its first cooling dissipates $2Y(\Delta\varepsilon-e_Y)$ and its first heating $2Y(\Delta\varepsilon-2e_Y)$. The first cycle thus exceeds (\ref{eq:W}) by $2Ye_Y$.

\section*{Part (d): loop area and the role of strength}

\textbf{Question.} How can $W$ be read from a plot of stress against mismatch strain? At fixed $\Delta\varepsilon$ and $M$, which yield stress gives the largest dissipation?

\textbf{Answer.} From (\ref{eq:compat}), $d\varepsilon_m=d\sigma/M+de_p$. Over a closed cycle
\begin{equation}
2\oint\sigma\,d\varepsilon_m
=\frac{1}{M}\oint d(\sigma^2)+2\oint\sigma\,de_p=0+W ,
\end{equation}
because $M$ is constant and $\sigma$ returns to its initial value. Hence $W$ is twice the loop area. The loop is a parallelogram with horizontal sides $\Delta\varepsilon-2e_Y$ and height $2Y$. Its area is $2Y(\Delta\varepsilon-2e_Y)$, in agreement with (\ref{eq:W}).

Substituting $e_Y=Y/M$ and completing the square gives
\begin{equation}
W=4Y\Delta\varepsilon-\frac{8Y^2}{M}
=\frac{8}{M}\left[Y_*^2-(Y-Y_*)^2\right],\qquad
Y_*=\frac{M\Delta\varepsilon}{4}.
\label{eq:square}
\end{equation}
The maximum lies at $Y=Y_*$ and equals $8Y_*^2/M=M(\Delta\varepsilon)^2/2$. For $Y\ll Y_*$ nearly the whole mismatch is plastic and $W\approx4Y\Delta\varepsilon$. For $Y\ge2Y_*$ the saturated cycle is elastic and $W=0$. In this model without creep, strengthening a film therefore lowers its dissipation if $Y$ lies between $Y_*$ and $2Y_*$, but a small increase from below $Y_*$ raises it.

\section*{Part (e): an aluminium film on silicon}

\textbf{Question.} A $5\,\mu$m aluminium metallization on a silicon chip is cycled between 423 and 233 K. Use the rough values $E=70$ GPa, $\nu=0.35$, $Y=80$ MPa, $\alpha_f=23$ ppm/K and $\alpha_s=3$ ppm/K. Evaluate the cycle.

\textbf{Answer.} The inputs give
\begin{align}
M&=\frac{70\ \text{GPa}}{1-0.35}=107.7\ \text{GPa},\\
\Delta\varepsilon&=(23-3)\times10^{-6}\times190=3.80\times10^{-3},\\
e_Y&=\frac{80\ \text{MPa}}{107.7\ \text{GPa}}=0.743\times10^{-3}.
\end{align}
Since $\Delta\varepsilon>2e_Y$, plastic flow persists, with $\Delta e_p=2.31\times10^{-3}$ in each half cycle. Then
\begin{equation}
W=4\,(80\ \text{MPa})(2.314\times10^{-3})
=0.74\ \text{MJ/m}^3 ,
\end{equation}
or $0.0046$ eV/nm$^3$. Multiplying by the thickness gives $3.7$ J/m$^2$ per cycle. The first cycle from a stress-free hot state would dissipate $0.86$ MJ/m$^3$.

The elastic part of each half cycle spans $2e_Y/(\alpha_f-\alpha_s)=74$ K. Flow begins at about 349 K on cooling and 307 K on heating.

Here $Y_*=102$ MPa, and the largest possible $W$ at this strain range is $0.78$ MJ/m$^3$. By (\ref{eq:square}) the chosen film falls short of it by the fraction $(1-80/102)^2\approx0.05$. Near the maximum $W$ depends only weakly on $Y$: raising $Y$ by 10\% raises $W$ by about 3\%, and lowering it by 10\% lowers $W$ by about 4\%. At fixed $\Delta\varepsilon$ and $M$, and with no stress relaxation, dissipation would vanish for $Y\ge205$ MPa.

\section*{Part (f): what the model leaves out}

\textbf{Question.} Estimate how (i) full stress relaxation in a hot dwell, (ii) linear kinematic hardening with modulus $H=10$ GPa, and (iii) the compliance of a $300\,\mu$m substrate with biaxial modulus $M_s=180$ GPa change the result. Comment on temperature-dependent properties and on real films.

\textbf{Answer.} (i) Heating ends at $-Y$. During the dwell the total strain is fixed, so $de_p=-d\sigma/M$. Relaxation to zero stress dissipates
\begin{equation}
2\int\sigma\,de_p=-\frac{2}{M}\int_{-Y}^{0}\sigma\,d\sigma
=\frac{Y^2}{M}=Ye_Y .
\end{equation}
Cooling now starts from zero stress and dissipates $2Y(\Delta\varepsilon-e_Y)$, while heating still gives $2Y(\Delta\varepsilon-2e_Y)$. The total is
\begin{equation}
W_{\rm dwell}=4Y\Delta\varepsilon-6Ye_Y+Ye_Y=W+3Ye_Y .
\end{equation}
This is $0.92$ MJ/m$^3$, or 24\% above $W$. Relaxation removes the compressive stress that cooling would otherwise have to undo elastically, so more of the cooling strain becomes plastic.

(ii) Let $H$ be the slope of the in-plane back stress against the in-plane plastic strain $e_p$. For a von Mises film under equal biaxial stress this is twice the hardening modulus of a uniaxial test, so $H=10$ GPa corresponds to a uniaxial modulus of 5 GPa. Yield now occurs at $|\sigma-He_p|=Y$. Between reversals the stress changes by $2Y+H\Delta e_p$, so
\begin{equation}
\Delta\varepsilon=\frac{2Y+H\Delta e_p}{M}+\Delta e_p
\quad\Rightarrow\quad
\Delta e_p=\frac{\Delta\varepsilon-2e_Y}{1+H/M}.
\end{equation}
The back stress does no net work, since $\oint He_p\,de_p=0$. The dissipation is $4Y\Delta e_p=W/(1+H/M)$, which is 8.5\% below $W$.

(iii) Let the substrate be free to stretch and bend, and let $h_f$ and $h_s$ be the film and substrate thicknesses. The film force per width, $\sigma h_f$, stretches the substrate by $-\sigma h_f/(M_sh_s)$. It acts at a distance $d=(h_s+h_f)/2$ from the substrate mid-plane and causes the curvature $-12\sigma h_fd/(M_sh_s^3)$. This adds a strain of curvature times $d$ at the film mid-plane. The sum is $-C\sigma$, with
\begin{equation}
C=\frac{h_f}{M_sh_s}\left[1+3\left(1+\frac{h_f}{h_s}\right)^2\right].
\end{equation}
Between the two fully yielded states the stress changes by $2Y$, so the mean plastic strain per half cycle falls by $2YC$. The dissipation falls by $8Y^2C$, to $0.72$ MJ/m$^3$, a change of $-2.6\%$. If the chip is held flat, the square bracket in $C$ reduces to 1 and the change is only $-0.6\%$.

For a temperature-dependent yield stress, take a linear variation from 110 MPa at $T_{\rm c}$ to 50 MPa at $T_{\rm h}$, with the mean held at 80 MPa. The stress was followed numerically in small steps of mismatch strain: each step was first taken as elastic, and any stress beyond the current limit was removed by plastic strain. The dissipation changes by $-3.4\%$. If instead the modulus is $5\%$ higher at $T_{\rm c}$ and $5\%$ lower at $T_{\rm h}$, $2e_Y$ is replaced by $(Y/M)(1/1.05+1/0.95)$, and $W$ changes by $-0.2\%$. With a rough heat capacity of $2.4$ MJ/(m$^3$\,K), the dissipated energy would warm an isolated film by $0.3$ K per cycle, which is small beside the range of 190 K.

The expansion coefficients also vary with temperature, and the result is sensitive to them: by (\ref{eq:W}), a change of 5\% in $\Delta\varepsilon$ changes $W$ by about 8\% here. Typical temperature-dependent coefficients average near 23.6 and 2.7 ppm/K over this range, which gives $\Delta\varepsilon\approx4.0\times10^{-3}$ and $W\approx0.80$ MJ/m$^3$. The parameters are rough values for a thick, soft aluminium layer on a power chip; thinner or alloyed films can be considerably stronger. By (\ref{eq:square}) their dissipation is then much smaller, but only if the stress does not relax at the hot end. With full relaxation, $W_{\rm dwell}=4Y\Delta\varepsilon-5Y^2/M$ (for $\Delta\varepsilon\ge2e_Y$) is largest at $Y=0.4M\Delta\varepsilon\approx164$ MPa, where it is $1.24$ MJ/m$^3$, and a film with $Y\approx205$ MPa still dissipates about $1.17$ MJ/m$^3$. Real aluminium breaks the assumption of no creep near 423 K, which is not far below half its melting temperature. Of the changes estimated here, full relaxation in the dwell is the largest, but its 24\% assumes 80 MPa at $T_{\rm h}$; with the yield stress varying from 110 to 50 MPa, the dwell adds only about 11\%, comparable to the effect of hardening. The sizes of hardening, relaxation and temperature dependence are assumed, and each shift was found with the other effects absent, so the percentages should not simply be added.

Numbers in the example were calculated in double precision.
